# How alternating charge capture moves an interstitial: the Bourgoin–Corbett cycle

**Q.** An interstitial with a hop barrier of 0.3 eV should be frozen at 20 K. How could capturing electrons and holes make it move?

**A.** A barrier belongs to one charge state. When the charge changes, the atom finds itself on a different energy curve, and the place where it was resting may be a maximum of that curve.

Take a straight path of period $a$, position $x$, and phase $\theta=2\pi x/a$. Let state 0 be neutral and state 1 hold one more electron. The energies of the defect at fixed atomic position are modelled by

$$E_0=-\frac{B_0}{2}\cos\theta,\qquad E_1=E_*+\frac{B_1}{2}\cos\theta ,$$

where $E_*$ is a constant. State 0 has minima at $x=0,\pm a,\dots$ and barriers $B_0$. State 1 has minima halfway between them and barriers $B_1$.

Start in state 0 at $x=0$ and let an electron be captured. I assume that the electronic change is fast compared with atomic motion, so the transition is vertical: $x$ does not change. On the new curve

$$\frac{dE_1}{d\theta}\Big|_0=0,\qquad \frac{d^2E_1}{d\theta^2}\Big|_0=-\frac{B_1}{2}<0 .$$

The atom is at a maximum. Zero-point motion already spreads its position and velocity about $x=0$, so it rolls left or right, with equal chance because the curve is even. Friction takes up the energy $B_1$, and the atom settles at $+a/2$ or $-a/2$. A hole capture now restores state 0, whose curve has a maximum there. The atom rolls again and releases $B_0$. It has climbed no barrier in either half of the cycle.

**Q.** Is it enough, then, that the two charge states prefer alternating sites?

**A.** No. The old site must also be unstable in the new state, or at least too shallow a dip to hold the atom until the next capture. Add a second harmonic with $C>0$:

$$E_1=E_*+\frac{B_1}{2}\cos\theta-C\cos2\theta .$$

The added term has the same value at $\theta=0$ and $\theta=\pi$, so state 1 still prefers the halfway site by $B_1$. But the curvature at the old site becomes $-B_1/2+4C$, which is positive for $C>B_1/8$. The old site is then a local dip.

To find the barrier around it, set the slope to zero, using $\sin2\theta=2\sin\theta\cos\theta$:

$$\frac{dE_1}{d\theta}=\sin\theta\left(4C\cos\theta-\frac{B_1}{2}\right)=0 .$$

Besides the two sites, there is a solution with $\cos\theta=c=B_1/(8C)$. Since $\cos2\theta-1=-2(1-c^2)$, the energy there, measured from the dip, is

$$E_r=-\frac{B_1}{2}(1-c)+2C(1-c^2).$$

Replace $B_1/2$ by $4Cc$ and take out the common factor:

$$E_r=2C(1-c)\,[(1+c)-2c]=2C\left(1-\frac{B_1}{8C}\right)^2 .$$

For $B_1=0.40$ eV the dip appears above $C=0.05$ eV. With $C=0.15$ eV, $c=1/3$ and $E_r=0.30\times(2/3)^2=0.133$ eV. At 20 K the estimated escape rates from the settled dip are $10^{-20.6}$ s$^{-1}$ over the barrier and $10^{-3.4}$ s$^{-1}$ by tunnelling. In the example below, a hole arrives at a rate of $10^{5.7}$ s$^{-1}$, so the charge is reversed long before a settled atom escapes. A shallower dip blocks less securely: at $C=0.10$ eV the same estimate gives a tunnelling rate of $10^{5.4}$ s$^{-1}$, close to the rate of hole arrival. These tunnelling estimates leave out friction, which makes the true rates lower.

There is one reservation. The electron also gives up energy on capture. The added term lowers the level at $x=0$ by $C$, so I raise $E_*$ by $C$ to keep this drop at the 0.20 eV of the example, which exceeds $E_r$. Friction raises the price of leaving, however: with the damping used below, an atom at the centre of the dip needs about 0.19 eV of kinetic energy to get out. Apart from a chance of order $10^{-7}$ per capture that the sudden switch itself leaves it above the barrier, it could leave before settling only if nearly the whole 0.20 eV entered this motion. With $E_*$ unchanged the drop would be 0.35 eV, and a little over half of it would suffice. The blocking therefore assumes that an appreciable part of that energy goes elsewhere.

**Q.** Where does the energy come from? The atom seems to roll downhill for ever.

**A.** It comes from electron–hole recombination. Let $\varepsilon(x)=E_1-E_0$ be the electron level at fixed atomic position, on the same scale as the band edges $E_c$ and $E_v$. For the two simple curves

$$\varepsilon=E_*+\frac{B_0+B_1}{2}\cos\theta,\qquad \varepsilon(0)-\varepsilon(a/2)=B_0+B_1 .$$

An electron captured at $x=0$ drops by $\Delta_n=E_c-\varepsilon(0)$. At $a/2$, capturing a hole means that the bound electron falls into the valence band, which releases $\Delta_p=\varepsilon(a/2)-E_v$. Add the two drops and the two heats of rolling:

$$\Delta_n+B_1+\Delta_p+B_0=E_c-E_v-[\varepsilon(0)-\varepsilon(a/2)]+B_0+B_1=E_g .$$

Each cycle thus consumes one electron–hole pair and releases the gap energy $E_g$. Both drops must be positive, which requires $B_0+B_1<E_g$. If the level at $x=0$ lay well above $E_c$, the lattice would have to distort beyond its zero-point motion before an electron could be bound, and capture itself would need activation or tunnelling.

In the example $E_g=1.2$ eV, $B_0=0.30$ eV, $B_1=0.40$ eV and $\Delta_n=0.20$ eV. This leaves $\Delta_p=1.2-0.7-0.2=0.30$ eV. Integrating the damped motion gives heats of 0.4000 and 0.3000 eV, so the sum is $0.20+0.40+0.30+0.30=1.20$ eV.

**Q.** Would the cycle run in the dark?

**A.** Not at a useful rate at 20 K. One capture gives one half-step, and the atom then waits for the opposite carrier or for thermal emission of the captured electron. In an undoped crystal with these parameters, the equilibrium carrier density is about $10^{-134}$ cm$^{-3}$. Emission from the relaxed state 1 costs

$$E_0(0)+E_c-E_1(a/2)=\Delta_n+B_1=0.60\ \text{eV},$$

and its estimated rate is $10^{-142.6}$ s$^{-1}$. Doping can supply one carrier, but the other must be injected or generated. The migration is athermal only in the sense that an external source pays for the carriers.

**Q.** Why does the atom stop in the next well? It starts at the height of the following maximum.

**A.** Friction stops it, and we can bound how much is needed. Let $M$ be the mass, $v$ the velocity and $-M\gamma v$ the friction force. On a curve with barrier $B$, the mechanical energy $H=Mv^2/2+E$ obeys $dH/dt=-\gamma Mv^2$. Suppose the atom leaves one maximum and just reaches the next. As $H$ can only fall, it must have been at least the energy of the maximum all the way. Therefore

$$\frac{Mv^2}{2}\ge\frac B2(1-\cos\theta)=B\sin^2\frac{\pi x}{a}.$$

The energy lost is the friction force integrated over the path:

$$\gamma\int_0^a Mv\,dx\ \ge\ \gamma\sqrt{2MB}\int_0^a\sin\frac{\pi x}{a}\,dx=\gamma\sqrt{2MB}\,\frac{2a}{\pi}.$$

The frequency at the bottom of a well is $\omega=(2\pi/a)\sqrt{B/2M}$, so $2a/\pi=(4/\omega)\sqrt{B/2M}$. The smallest kinetic energy that permits an overshoot therefore satisfies

$$K_{\rm min}\ge \frac{4B\gamma}{\omega}.$$

With $\gamma=6\times10^{12}$ s$^{-1}$ and $\omega_1=2.17\times10^{13}$ s$^{-1}$, the bound in state 1 is $4\times0.40\times0.6/2.17=0.44$ eV. In state 0, where $\omega_0=1.88\times10^{13}$ s$^{-1}$, it is 0.38 eV. The thresholds from integrated trajectories are higher, 0.73 and 0.66 eV.

The worst case puts the whole electronic drop into the motion. Adding the mean vibrational kinetic energy gives about 0.203 eV after electron capture and 0.304 eV after hole capture. Both lie below the bounds. With much weaker damping the atom could pass several wells. It would still need no thermal activation, but the half-step law for diffusion would fail.

**Q.** Then how fast does it diffuse?

**A.** Let $\tau_n$ be the mean wait for an electron in state 0, and $\tau_p$ the mean wait for a hole in state 1. Assume that the atom settles before the next capture and that re-emission is negligible. Capture number $j$ then gives a step $s_j=\pm a/2$, with independent signs. After $N$ captures the cross terms average to zero:

$$\langle X^2\rangle=\sum_j\langle s_j^2\rangle+\sum_{i\ne j}\langle s_is_j\rangle=N\frac{a^2}{4}.$$

Two captures take $\tau_n+\tau_p$ on average, so at long times $N=2t/(\tau_n+\tau_p)$. In one dimension $\langle X^2\rangle=2Dt$, and

$$D=\frac{a^2}{4(\tau_n+\tau_p)} .$$

This is $a^2/4$ times the recombination rate per defect. A full cycle returns the atom to its start with probability 1/2 and moves it by $+a$ or $-a$ with probability 1/4 each. The slower capture sets the pace: for $\tau_p\ll\tau_n$, $D\to a^2/(4\tau_n)$, and more holes no longer help. If either carrier is absent, $D$ vanishes.

A master equation with exponentially distributed waits of mean 1 and 0.3 reproduces this $D$, with a ratio of 1.000000.

**Q.** What does that give in laboratory units?

**A.** Take $a=0.24$ nm, $T=20$ K and $10^{12}$ cm$^{-3}$ of each carrier. The capture cross sections are $10^{-15}$ cm$^2$ for electrons and $10^{-13}$ cm$^2$ for holes, which are attracted by the negative state. With a mean carrier speed of $5.07\times10^6$ cm/s,

$$\tau_n=\frac{1}{10^{-15}\times5.07\times10^{6}\times10^{12}}\ \text{s}=197\ \mu\text{s},\qquad \tau_p=1.97\ \mu\text{s}.$$

Hence

$$D=\frac{(2.4\times10^{-8}\ \text{cm})^2}{4\times1.99\times10^{-4}\ \text{s}}=7.2\times10^{-13}\ \text{cm}^2/\text{s}.$$

In 100 s the rms distance is $\sqrt{2Dt}=1.2\times10^{-5}$ cm, or 120 nm. The atom typically first reaches a new site about 0.2 ps after capture, so it has ample time to settle.

**Q.** And the ordinary thermal hop?

**A.** In a harmonic well the probability density at the barrier top is $\sqrt{M\omega_0^2/2\pi k_BT}\,e^{-B_0/k_BT}$. Multiply it by the mean outward velocity, $\sqrt{k_BT/2\pi M}$, and neglect recrossing. The rate through one exit is

$$\Gamma=\frac{\omega_0}{2\pi}e^{-B_0/k_BT}.$$

There are two exits and each hop has length $a$, so $D_{\rm th}=\tfrac12a^2(2\Gamma)=a^2\Gamma$. At 20 K this gives a total hop rate of about $10^{-63}$ s$^{-1}$. A semiclassical estimate of tunnelling from the lowest level through the same barrier gives about $10^{-68}$ s$^{-1}$. Both are rough, since $\hbar\omega_0\approx7k_BT$ here and the formula for $\Gamma$ is classical, and tunnelling from thermally excited levels, left out of both, raises the frictionless rate to roughly $10^{-58}$ s$^{-1}$. Even this correction of several powers of ten leaves the atom frozen.

The capture-driven $D$ has no such exponential. With densities and cross sections held fixed, it follows the carrier speed, which varies as $\sqrt T$, and doubles to $1.4\times10^{-12}$ cm$^2$/s at 80 K. Under the same conditions, dark thermal diffusion in state 0 catches up near 170 K. Real cross sections are not fixed over this range: capture at an attractive centre usually falls steeply on warming, and multiphonon capture can be activated, so the $\sqrt T$ law belongs to the model and need not hold for a real defect.

**Q.** How do I know that the alternation causes the motion, and not just the repeated shaking?

**A.** By removing one ingredient at a time. I followed 2000 simulated atoms with friction and thermal noise through 20 captures each, with $B_0=0.75B_1$ and $k_BT=0.02B_1$. Every capture gave one half-step, and 50.1% of full cycles returned to their start. The mean square displacement was 21.0 in units of $(a/2)^2$, against the predicted 20 with a sampling error of about 0.6.

The mean displacement was 0.25 half-steps, which is 2.5 standard errors from zero. Both curves are even, so the model has no preferred direction, and I read this as a sampling fluctuation; one at least this large is expected in about 1% of runs.

Three controls used 1000 atoms each. Without switching, no atom ended away from its start. The same held when the charge was switched ten times but both states preferred the same site. With alternating sites and a dip of $C=0.375B_1$, the mean square after ten switches was 0.004, which corresponds to one atom displaced by one period. A single event does not fix the escape rate, which may be much lower than this number suggests. A finite dip suppresses the motion strongly but does not strictly forbid it.

**Q.** Can I apply the result to silicon?

**A.** The mechanism, yes, as a hypothesis to examine; the numbers, only as a scale. The gap, spacing and mass are roughly those of a silicon self-interstitial, but the barriers, damping and cross sections are round choices, not computed properties of that defect. A real self-interstitial has branching paths in three dimensions, which change the numerical factor in $D$, and several charge states, which can change the cycle itself.

The example also assumes a steady, equal density of both carriers, which a real source need not supply. If both densities fall a hundredfold, both waits grow a hundredfold and $D$ falls to $7\times10^{-15}$ cm$^2$/s. The electron cross section matters almost as directly: a tenfold increase shortens the cycle from 199 to 21.7 µs and raises $D$ about ninefold. Increasing the hole cross section can add only about 1%, because holes account for only 1% of the cycle. Impurities that trap the interstitial would end the free walk sooner.

**Q.** Could a stray electric field steer it?

**A.** A field $F$ shifts the maximum of the charged curve by the force divided by the curvature:

$$\delta x=\frac{eF}{(2\pi/a)^2B_1/2}.$$

At 1 kV/cm this is $9\times10^{-5}$ of the initial position spread of 0.0078 nm, so left and right remain almost equally likely in each step. The minimum of the charged curve shifts by the same distance, which biases the step after hole capture in the same direction.

These small biases add up, because drift grows as $t$ and the rms distance only as $\sqrt t$. In 100 s there are about $10^6$ captures. A bias of order $10^{-4}$ in steps of 0.12 nm gives a drift of order 10 nm, still small beside the 120 nm of diffusion. The drift is proportional to $F$, so from roughly 10 kV/cm upwards, or over much longer times, it must be added to the diffusion. This estimate includes only the force on the defect and keeps the capture times fixed. At 20 K, fields of this size can also heat the free carriers strongly or sweep them away, which would change the capture times and hence $D$. The numerical output lists the remaining estimates.

## Values computed for the example and the checks

```
TESTS IN REDUCED UNITS
captures per walker: 20
fraction of captures giving one half-period step: 1
mean square displacement: 20.99 (a/2)^2
mean displacement: 0.253 a/2
fraction of full cycles returning to start: 0.501
control, no switching, mean square: 0 (a/2)^2
control, same sites, mean square: 0 (a/2)^2
control, alternating with dip, mean square: 0.004 (a/2)^2
master-equation D / formula D: 1.000000
EXAMPLE INPUTS (round, rough silicon-like regime)
gap, B0, B1, electron drop: 1.2, 0.3, 0.4, 0.2 eV
period a: 0.24 nm
defect mass: 28.09 u
temperature: 20 K
damping rate: 6e+12 1/s
density of electrons and of holes: 1e+12 cm^-3
electron capture cross section: 1e-15 cm^2
hole capture cross section: 1e-13 cm^2
carrier mass / electron mass: 0.3
EXAMPLE RESULTS
hole drop: 0.3 eV
rolling heat in state 1, state 0: 0.4000, 0.3000 eV
energy released per cycle: 1.2000 eV
omega0, omega1: 1.879e+13, 2.170e+13 1/s
carrier mean speed: 5.072e+06 cm/s
electron capture time: 197.1 us
hole capture time: 1.971 us
capture-driven D at 20 K: 7.232e-13 cm^2/s
capture-driven D at 80 K: 1.446e-12 cm^2/s
observation time: 100 s
rms distance in that time: 120.3 nm
log10 dark thermal hop rate (1/s): -62.8
temperature where dark thermal D equals driven D: 169.6 K
BLOCKED VARIANT
second harmonic C: 0.15 eV
largest C without a dip: 0.05 eV
residual barrier: 0.1333 eV
log10 thermal escape rate (1/s): -20.6
log10 tunnelling escape rate (1/s): -3.4
log10 hole capture rate (1/s): 5.7
NEGLECTED EFFECTS
log10 tunnelling hop rate in state 0 (1/s): -68.2
initial position spread: 0.007762 nm
first arrival time at new site: 0.1921 ps
mean kinetic energy, state 0, 1: 0.0031, 0.0036 eV
overshoot lower bound, state 1, 0: 0.442, 0.383 eV
overshoot threshold, state 1, 0: 0.725, 0.662 eV
log10 re-emission rate before rolling (1/s): -41.8
log10 re-emission rate after rolling (1/s): -142.6
log10 dark intrinsic carrier density (cm^-3): -134.3
stray field: 1 kV/cm
field shift of maximum / initial spread: 9.398e-05
```
